# How Far Does Weakly Absorbed Light Travel in a Textured Silicon Slab?: verification in Python

```python
"""
Light trapping in a weakly absorbing slab with a textured rear mirror.

Result under test: for vanishing absorption the mean ray path is 4 n^2 d
under Lambertian illumination, and d*(1 + 2 n^2 (1 + cos(theta_c))) at normal
incidence, where n is the index, d the thickness and sin(theta_c) = 1/n.
The front is flat and perfectly antireflection coated inside the escape cone.
The rear mirror has reflectance R and scatters a fraction s of the light into
a Lambertian distribution; the remainder is reflected specularly.
tau = alpha*d is the optical thickness, alpha the absorption coefficient.
The indirect edge is modelled by alpha = B*(photon energy - threshold)^2.
"""
import numpy as np
from scipy import constants as const
from scipy.integrate import quad
from scipy.optimize import brentq
from scipy.special import expn

n = 3.5
thickness = 1.0e6          # angstrom
threshold = 1.15           # eV
edge_strength = 5.0e-5     # 1/(angstrom eV^2)
photon_energy = 1.155      # eV
mirror_R = 0.98
weak_scatter = 0.1

theta_c = np.arcsin(1 / n)
cos_c = np.cos(theta_c)
limit = 4 * n**2


def optical_thickness(energy):
    return edge_strength * (energy - threshold)**2 * thickness


def normal_path(R):
    """Mean path / thickness at normal incidence, without absorption."""
    upward_passes = R / (1 - R * (1 - 1 / n**2))
    return 1 + upward_passes * 2 * (1 + cos_c)


def absorptance(tau, R=1.0):
    """Closed form for normal incidence and a fully scattering rear face."""
    escape = 2 * expn(3, tau) - 2 * cos_c**2 * expn(3, tau / cos_c)
    recycle = 2 * cos_c**2 * expn(3, 2 * tau / cos_c)
    upward = R * np.exp(-tau) / (1 - R * recycle)
    return -np.expm1(-tau) + upward * (1 - escape - recycle)


def simple_absorptance(tau):
    return limit * tau / (1 + limit * tau)


# Angular averages from their definitions, as integrals over the polar angle.
def lambert(theta):
    return 2 * np.sin(theta) * np.cos(theta)


escape_fraction = quad(lambert, 0, theta_c)[0]
mean_pass = quad(lambda t: 2 * np.sin(t), 0, np.pi / 2)[0]
trapped_pass = quad(lambda t: 2 * np.sin(t), theta_c, np.pi / 2)[0]
assert abs(escape_fraction - 1 / n**2) < 1e-11
assert abs(mean_pass - 2) < 1e-11
assert abs(trapped_pass - 2 * cos_c) < 1e-11

# Parabolic-band convolution behind the quadratic indirect edge.
for excess in (0.05, 0.1, 1.0):
    pairs = quad(lambda e: np.sqrt(e * (excess - e)), 0, excess)[0]
    assert abs(pairs / (np.pi * excess**2 / 8) - 1) < 1e-6

# Transport equation on equal bins of sin(theta)^2.
bins = 980
cone_bins = round(bins / n**2)
assert abs(cone_bins * n**2 - bins) < 1e-9
edges = np.linspace(0, 1, bins + 1)
roots = np.sqrt(1 - edges)
pass_length = 2 * (roots[:-1] - roots[1:]) * bins
trapped = (np.arange(bins) >= cone_bins).astype(float)


def transport(tau, s, R=1.0):
    """Path (tau = 0) or absorbed fraction: Lambertian and normal light."""
    if tau == 0:
        gain, keep = pass_length, np.ones(bins)
        gain0, keep0 = 1.0, 1.0
    else:
        keep = np.exp(-tau * pass_length)
        gain = 1 - keep
        keep0 = np.exp(-tau)
        gain0 = 1 - keep0
    scatter = (1 - s) * np.eye(bins) + s / bins
    after_mirror = R * keep[:, None] * scatter
    matrix = np.eye(bins) - after_mirror * (keep * trapped)[None, :]
    down = np.linalg.solve(matrix, gain + after_mirror @ gain)
    up = gain + keep * trapped * down
    normal = gain0 + keep0 * R * ((1 - s) * gain0 + s * up.mean())
    return down[:cone_bins].mean(), normal


diffuse_path, solved_normal_path = transport(0, 1.0)
diffuse_path_weak, _ = transport(0, weak_scatter)
diffuse_path_half, _ = transport(0, 0.5)
for path in (diffuse_path, diffuse_path_half, diffuse_path_weak):
    assert abs(path / limit - 1) < 1e-8
assert abs(solved_normal_path / normal_path(1.0) - 1) < 1e-8
_, solved_lossy_path = transport(0, 1.0, mirror_R)
assert abs(solved_lossy_path / normal_path(mirror_R) - 1) < 1e-8
assert abs((limit - normal_path(1.0)) * limit - 1) < 0.1

# Random three-dimensional ray trace with normal incidence.
rng = np.random.default_rng(12)


def ray_trace(tau, R=1.0, rays=300000):
    absorbed = np.full(rays, 1 - np.exp(-tau))
    weight = np.full(rays, np.exp(-tau))
    active = np.arange(rays)
    while active.size:
        weight[active] *= R
        radius = np.sqrt(rng.random(active.size))
        azimuth = 2 * np.pi * rng.random(active.size)
        kx, ky = radius * np.cos(azimuth), radius * np.sin(azimuth)
        kz = np.sqrt(1 - kx**2 - ky**2)
        survive = np.exp(-tau / kz)
        absorbed[active] += weight[active] * (1 - survive)
        weight[active] *= survive
        reflected = n * np.hypot(kx, ky) > 1
        active, survive = active[reflected], survive[reflected]
        absorbed[active] += weight[active] * (1 - survive)
        weight[active] *= survive
    return absorbed.mean(), absorbed.std() / np.sqrt(rays)


tau = optical_thickness(photon_energy)
trace_mean, trace_error = ray_trace(tau)
assert abs(trace_mean - absorptance(tau)) < 5 * trace_error
for test_tau, test_R in ((0.02, 1.0), (0.125, 1.0), (0.02, mirror_R)):
    mean, error = ray_trace(test_tau, test_R, 100000)
    assert abs(mean - absorptance(test_tau, test_R)) < 5 * error

# Weak-absorption limit, simple estimate, and incomplete scattering.
tiny = 1e-6
assert abs(absorptance(tiny) / tiny / normal_path(1.0) - 1) < 3e-4
assert abs(simple_absorptance(tau) / absorptance(tau) - 1) < 0.03
diffuse_full, normal_full = transport(tau, 1.0)
diffuse_weak, _ = transport(tau, weak_scatter)
# The finite angular bins limit this comparison near grazing directions.
assert abs(normal_full / absorptance(tau) - 1) < 5e-3
assert diffuse_weak < 0.8 * diffuse_full

# Photon-energy excess needed to absorb half of the light.
def half_excess(function):
    return brentq(lambda x: function(optical_thickness(threshold + x)) - 0.5,
                  1e-4, 0.5)


half_trapped = half_excess(absorptance)
half_single = half_excess(lambda t: -np.expm1(-t))
half_ratio = half_single / half_trapped
estimated_ratio = 2 * n * np.sqrt(np.log(2))
assert abs(half_ratio / estimated_ratio - 1) < 0.05

# Atomic-unit optical scales, converted to angstrom.
hartree = const.physical_constants["Hartree energy in eV"][0]
bohr = const.physical_constants["Bohr radius"][0] / const.angstrom
light_speed = 1 / const.fine_structure
omega = photon_energy / hartree
alpha = tau / thickness
wavelength = 2 * np.pi * light_speed / (n * omega) * bohr
kappa = alpha * bohr * light_speed / (2 * omega)
si_wavelength = const.h * const.c / (photon_energy * const.e * n)
assert abs(wavelength * const.angstrom / si_wavelength - 1) < 1e-8
assert wavelength < 0.01 * thickness and kappa < 1e-4 * n

print(f"refractive index n: {n:.1f} (dimensionless)")
print(f"slab thickness d: {thickness:.3e} angstrom")
print(f"indirect threshold: {threshold:.3f} eV")
print(f"edge strength B: {edge_strength:.2e} 1/(angstrom eV^2)")
print(f"main photon energy: {photon_energy:.3f} eV")
print(f"absorption coefficient: {alpha:.3e} 1/angstrom")
print(f"optical thickness tau: {tau:.3e} (dimensionless)")
print(f"wavelength inside slab: {wavelength:.0f} angstrom")
print(f"thickness / inside wavelength: {thickness/wavelength:.0f}")
print(f"extinction index kappa: {kappa:.2e} (dimensionless)")
print(f"critical angle: {np.degrees(theta_c):.2f} degree")
print(f"cosine of critical angle: {cos_c:.5f}")
print(f"escape fraction per front hit: {escape_fraction:.5f}")
print(f"mean number of upward passes: {1/escape_fraction:.2f}")
print(f"mean oblique pass / d: {mean_pass:.4f}")
print(f"trapped downward contribution / d: {trapped_pass:.4f}")
print(f"4 n^2 path enhancement: {limit:.2f}")
print(f"transport path / d, Lambertian light, s=1: {diffuse_path:.4f}")
print(f"transport path / d, Lambertian light, s={weak_scatter}: "
      f"{diffuse_path_weak:.4f}")
print(f"normal-incidence path / d: {normal_path(1.0):.4f}")
print(f"4 n^2 path: {limit*thickness:.3e} angstrom")
print(f"4 n^2 path converted: {limit*thickness*1e-7:.2f} mm")
print(f"path / d with mirror R={mirror_R}: {normal_path(mirror_R):.2f}")
print(f"ray-trace absorptance: {trace_mean:.5f} +/- {trace_error:.5f}")
print(f"absorptance / tau, Lambertian light, s=1: {diffuse_full/tau:.2f}")
print(f"absorptance / tau, Lambertian light, s={weak_scatter}: "
      f"{diffuse_weak/tau:.2f}")
print("normal incidence; A = absorptance, all but energy dimensionless:")
print("energy(eV)  tau       A_closed  A_simple  A_single  A_closed/tau")
for energy in (photon_energy, 1.17, 1.20, 1.25):
    t = optical_thickness(energy)
    print(f"{energy:.3f}       {t:.5f}   {absorptance(t):.5f}   "
          f"{simple_absorptance(t):.5f}   {-np.expm1(-t):.5f}   "
          f"{absorptance(t)/t:.2f}")
print(f"half-absorption excess, trapped: {half_trapped:.4f} eV")
print(f"half-absorption excess, single pass: {half_single:.4f} eV")
print(f"ratio of these excesses: {half_ratio:.3f}")
print(f"estimated ratio 2 n sqrt(ln 2): {estimated_ratio:.3f}")
print("no test failed")
```

Printed output:

```
refractive index n: 3.5 (dimensionless)
slab thickness d: 1.000e+06 angstrom
indirect threshold: 1.150 eV
edge strength B: 5.00e-05 1/(angstrom eV^2)
main photon energy: 1.155 eV
absorption coefficient: 1.250e-09 1/angstrom
optical thickness tau: 1.250e-03 (dimensionless)
wavelength inside slab: 3067 angstrom
thickness / inside wavelength: 326
extinction index kappa: 1.07e-06 (dimensionless)
critical angle: 16.60 degree
cosine of critical angle: 0.95831
escape fraction per front hit: 0.08163
mean number of upward passes: 12.25
mean oblique pass / d: 2.0000
trapped downward contribution / d: 1.9166
4 n^2 path enhancement: 49.00
transport path / d, Lambertian light, s=1: 49.0000
transport path / d, Lambertian light, s=0.1: 49.0000
normal-incidence path / d: 48.9787
4 n^2 path: 4.900e+07 angstrom
4 n^2 path converted: 4.90 mm
path / d with mirror R=0.98: 39.38
ray-trace absorptance: 0.05736 +/- 0.00011
absorptance / tau, Lambertian light, s=1: 45.99
absorptance / tau, Lambertian light, s=0.1: 29.80
normal incidence; A = absorptance, all but energy dimensionless:
energy(eV)  tau       A_closed  A_simple  A_single  A_closed/tau
1.155       0.00125   0.05736   0.05771   0.00125   45.89
1.170       0.02000   0.48326   0.49495   0.01980   24.16
1.200       0.12500   0.84680   0.85965   0.11750   6.77
1.250       0.50000   0.96332   0.96078   0.39347   1.93
half-absorption excess, trapped: 0.0207 eV
half-absorption excess, single pass: 0.1177 eV
ratio of these excesses: 5.687
estimated ratio 2 n sqrt(ln 2): 5.828
no test failed
```
